\section*{Emergent magnetic field of the MnSi skyrmion lattice and its nonadiabatic correction}

\section{The decision and the answer}

A calculation of the Hall effect in the skyrmion phase of MnSi can follow the electron spin through the texture, or drop the spin and give each spin branch a uniform extra magnetic field. The second way is far cheaper. It needs the size of that field and a reason to trust it. For a helix period $\lambda=18$ nm the leading result is
\begin{equation}
|B|=\frac{hc}{e}\,\frac{1}{A_{\rm cell}}=\frac{\sqrt3\,hc}{2e\lambda^2}\approx 11\ {\rm T}.
\label{main}
\end{equation}
This is a cell average acting on the orbital motion. It points along the applied field for majority electrons and against it for minority electrons, and is not seen by a magnetometer.

Gaussian units are used, and the electron charge is $-e$ with $e>0$. The unit vector $\mathbf n(\mathbf r)$ is the spin direction of majority electrons. It is opposite to the magnetization $\mathbf M$, because the electron's moment is opposite to its spin. The model is
\begin{equation}
H=\frac{p^2}{2m_*}-\frac{\Delta}{2}\,\mathbf n(\mathbf r)\cdot\boldsymbol\sigma ,
\end{equation}
with constant exchange splitting $\Delta$ and no spin-orbit coupling of the electrons. The small parameter is
\begin{equation}
\varepsilon=\frac{\hbar vq}{\Delta},\qquad q=\frac{2\pi}{\lambda},
\end{equation}
the rate at which a moving electron sees the texture turn, divided by its precession rate.

\section{Cell area and winding number}

Three helices have wave vectors $\mathbf Q_j=q\hat{\mathbf Q}_j$ at $120^\circ$ to each other, with $\hat{\mathbf Q}_1=\hat{\mathbf x}$. Since $|\mathbf Q_1\times\mathbf Q_2|=\frac{\sqrt3}{2}q^2$,
\begin{equation}
A_{\rm cell}=\frac{(2\pi)^2}{\frac{\sqrt3}{2}q^2}=\frac{2\lambda^2}{\sqrt3}.
\end{equation}
A hexagonal cell has area $\frac{\sqrt3}{2}a^2$, so the lattice constant is $a=2\lambda/\sqrt3$, not $\lambda$.

In units of one helix amplitude, with the applied field along $+\hat{\mathbf z}$ and uniform part $m$, let
\begin{equation}
\mathbf M=m\hat{\mathbf z}-\sum_j\left[\hat{\mathbf z}\cos\phi_j+(\hat{\mathbf z}\times\hat{\mathbf Q}_j)\sin\phi_j\right],\qquad \phi_j=\mathbf Q_j\cdot\mathbf r .
\end{equation}
The winding number
\begin{equation}
N=\frac1{4\pi}\int_{\rm cell}\mathbf n\cdot(\partial_x\mathbf n\times\partial_y\mathbf n)\,d^2r
\end{equation}
equals the signed number of points where $\mathbf n=+\hat{\mathbf z}$. There the in-plane part of $\mathbf M$ vanishes. The only linear relation among the $\hat{\mathbf Q}_j$ is that their sum is zero, so all three $\sin\phi_j$ must be equal. With $\sum_j\phi_j=0$, this leaves (modulo $2\pi$):
\begin{itemize}
\item the core, $\phi_j=0$, with $M_z=m-3$;
\item two corners, all $\phi_j=\pm2\pi/3$, with $M_z=m+\frac32$;
\item three edge midpoints, phases $(0,\pi,\pi)$ and permutations, with $M_z=m+1$.
\end{itemize}
For $-1<m<3$ only the core has $\mathbf M$ along $-\hat{\mathbf z}$, hence $\mathbf n=+\hat{\mathbf z}$. Near it $\sum_j\hat{\mathbf Q}_j(\hat{\mathbf Q}_j\cdot\mathbf r)=\frac32\mathbf r$, so the in-plane part of $\mathbf n$ is $\kappa(-y,x)$ with $\kappa=\frac{3q}{2(3-m)}$. Then $\mathbf n\cdot(\partial_x\mathbf n\times\partial_y\mathbf n)=\kappa^2>0$, and $N=+1$.

One quantum per cell is thus a property of this range of $m$. For $m>3$ no such point is left and $N=0$. For $-\frac32<m<-1$ the edge midpoints join in. They are saddles of the in-plane field and count $-1$ each, so $N=1-3=-2$. Fluxes computed from diagonalized spinors give $+1$ at $m=1$, $0$ at $m=3.5$ and $-2$ at $m=-1.25$.

\section{Leading order: a Lorentz force}

Let an electron move at $\mathbf v=v\hat{\mathbf x}$ on a straight line, and let $\mathbf s=\langle\boldsymbol\sigma\rangle$. The commutators of the Pauli matrices give
\begin{equation}
\dot{\mathbf s}=-\omega\,\mathbf n\times\mathbf s,\qquad \omega=\Delta/\hbar ,
\label{bloch}
\end{equation}
and the sideways force is
\begin{equation}
F_y=-\langle\partial_yH\rangle=\frac{\Delta}{2}\,\partial_y\mathbf n\cdot\mathbf s .
\label{force}
\end{equation}
Seek a slow solution $\mathbf S=\mathbf n+\mathbf s_1+\mathbf s_2+\dots$ with $\mathbf s_k\propto\omega^{-k}$. Equation (\ref{bloch}) gives $\mathbf n\times\mathbf s_k=-\dot{\mathbf s}_{k-1}/\omega$. Applying $-\mathbf n\times$ to both sides yields the part of $\mathbf s_k$ perpendicular to $\mathbf n$:
\begin{equation}
\mathbf s_{k\perp}=\frac1\omega\,\mathbf n\times\dot{\mathbf s}_{k-1}.
\label{rec}
\end{equation}
The parallel part follows from $|\mathbf S|=1$. At first order $\mathbf s_1=\mathbf n\times\dot{\mathbf n}/\omega$: the spin lags sideways. The zeroth-order force vanishes because $\partial_y\mathbf n\cdot\mathbf n=0$. With $\dot{\mathbf n}=v\,\partial_x\mathbf n$,
\begin{equation}
F_y^{(1)}=\frac{\Delta}{2\omega}\,\partial_y\mathbf n\cdot(\mathbf n\times\dot{\mathbf n})
=\frac{\hbar v}{2}\,\mathbf n\cdot(\partial_x\mathbf n\times\partial_y\mathbf n).
\end{equation}
The splitting cancels: a larger $\Delta$ means a smaller lag but a stronger force per lag. The Lorentz force is $-(e/c)vB_z\,\hat{\mathbf x}\times\hat{\mathbf z}=+(e/c)vB_z\hat{\mathbf y}$, so
\begin{equation}
B_z=\frac{\hbar c}{2e}\,\mathbf n\cdot(\partial_x\mathbf n\times\partial_y\mathbf n),\qquad
\langle B_z\rangle=\frac{\hbar c}{2e}\,\frac{4\pi N}{A_{\rm cell}}=\frac{hc}{e}\,\frac{N}{A_{\rm cell}} .
\end{equation}

The Berry phase gives the same flux. For the spinor $u=(\cos\frac\theta2,\;e^{i\varphi}\sin\frac\theta2)$,
\begin{equation}
\gamma=i\oint\langle u|du\rangle=-\oint\sin^2\tfrac\theta2\,d\varphi=-\frac{\Omega}{2},
\end{equation}
where $\Omega$ is the solid angle swept by $\mathbf n$. A charge $-e$ encircling flux $\Phi$ gains $-e\Phi/\hbar c$, hence $\Phi=(hc/e)\,\Omega/4\pi$.

Since $N=+1$, the majority field points along the applied field. For the minority branch $\mathbf s=-\mathbf S$ also solves (\ref{bloch}), and the force changes sign.

\section{The first corrections}

\subsection{Corrections to the slow solution}

Write a prime for $\partial_x$. From $\dot{\mathbf s}_1=\mathbf n\times\ddot{\mathbf n}/\omega$ and (\ref{rec}), $\mathbf s_{2\perp}=-\ddot{\mathbf n}_\perp/\omega^2$, so
\begin{equation}
F_y^{(2)}=-\frac{\hbar^2v^2}{2\Delta}\,\partial_y\mathbf n\cdot\mathbf n''
=-\frac{\hbar^2v^2}{2\Delta}\left[\partial_x(\partial_y\mathbf n\cdot\mathbf n')-\tfrac12\partial_y|\mathbf n'|^2\right].
\end{equation}
Locally this is smaller than $F_y^{(1)}$ by a factor of order $\varepsilon$. Both terms are derivatives of periodic functions, so the cell average is zero.

At the next order, normalization requires $\mathbf n\cdot\mathbf s_2=-\frac12|\mathbf s_1|^2=-|\dot{\mathbf n}|^2/2\omega^2$. With $\mathbf n\cdot\ddot{\mathbf n}=-|\dot{\mathbf n}|^2$ this gives $\mathbf s_2=-(\ddot{\mathbf n}+\frac32|\dot{\mathbf n}|^2\mathbf n)/\omega^2$. Putting it into (\ref{rec}) and (\ref{force}), with $\mathbf u=\partial_y\mathbf n$,
\begin{equation}
F_y^{(3)}=-\frac{\hbar^3v^3}{2\Delta^2}\left[\mathbf u\cdot(\mathbf n\times\mathbf n''')+\tfrac32|\mathbf n'|^2\,\mathbf u\cdot(\mathbf n\times\mathbf n')\right].
\end{equation}
This too averages to zero. Take $G=\mathbf n\cdot(\mathbf n'\times\mathbf n'')$ and move the $x$ derivatives off $\mathbf u$:
\begin{align}
\partial_yG&=\mathbf u\cdot(\mathbf n'\times\mathbf n'')-\mathbf u'\cdot(\mathbf n\times\mathbf n'')+\mathbf u''\cdot(\mathbf n\times\mathbf n')\nonumber\\
&=\mathbf u\cdot(\mathbf n'\times\mathbf n'')-2\mathbf u'\cdot(\mathbf n\times\mathbf n'')+\partial_x(\dots)\nonumber\\
&=3\,\mathbf u\cdot(\mathbf n'\times\mathbf n'')+2\,\mathbf u\cdot(\mathbf n\times\mathbf n''')+\partial_x(\dots).
\end{align}
Because $\mathbf u$ and $\mathbf n'$ are perpendicular to $\mathbf n$, only the component $-|\mathbf n'|^2\mathbf n$ of $\mathbf n''$ counts in the first term, which becomes $3|\mathbf n'|^2\,\mathbf u\cdot(\mathbf n\times\mathbf n')$. The bracket in $F_y^{(3)}$ is therefore $\frac12\partial_yG$ plus an $x$ derivative. Through relative order $\varepsilon^2$ the slow solution leaves the mean field unchanged.

\subsection{Correction from the initial spin}

An electron that starts with $\mathbf s=\mathbf n$ is not on the slow solution. Both $\mathbf s$ and $\mathbf S$ obey (\ref{bloch}), so $\mathbf s\cdot\mathbf S$ is constant and keeps its initial value
\begin{equation}
\mathbf n\cdot\mathbf S=1-\frac{\hbar^2v^2|\mathbf n'|^2}{2\Delta^2}.
\end{equation}
The force along $\mathbf S$ is reduced by this factor. The rest of $\mathbf s$ precesses rapidly, and over a single path of duration $T$ it leaves end terms of relative order $\hbar/\Delta T$. In the average over $y$ these largely cancel.

For $m=1$ and a start on the line $x=0$, put $w=\frac{\sqrt3}{2}qy$. Then
\begin{equation}
\mathbf M=(\sqrt3\sin w,\,0,\,-2\cos w),\qquad \partial_x\mathbf M=-q\left(1+\tfrac12\cos w\right)\hat{\mathbf y}.
\end{equation}
These are perpendicular, so $|\mathbf n'|^2=q^2(1+\frac12\cos w)^2/(3+\cos^2w)$. This must be averaged over $y$ with the $x$-averaged field as weight. The lattice vector $(\lambda,a/2)$ gives that weight the period $a/2$, that is $w\to w+\pi$, which removes the term odd in $\cos w$. What remains, $(1+\frac14\cos^2w)/(3+\cos^2w)$, lies between $0.3125$ and $0.3333$, so the weight can be replaced by its mean with little error. Using $\langle(3+\cos^2w)^{-1}\rangle=1/\sqrt{12}$,
\begin{equation}
\left\langle\frac{1+\frac14\cos^2w}{3+\cos^2w}\right\rangle=\frac14+\frac{1}{4\sqrt{12}}=0.322,
\qquad
B\simeq\frac{hc}{eA_{\rm cell}}\left(1-0.16\,\varepsilon^2\right).
\label{corr}
\end{equation}
The coefficient belongs to this texture, direction and starting line. The order $\varepsilon^2$ comes from the preparation of the spin.

\subsection{The opposite limit}

For $\varepsilon\gg1$ and $\Delta T/\hbar\ll1$ the spin stays at its initial value, and (\ref{force}) gives a single path an apparent field of at most order $\Delta cq/ev$, which vanishes with $\Delta$. For paths along $x$ from a common starting line, even this term averages to zero over $y$. Under $y\to-y$ the component $n_x$ changes sign while $n_y$ and $n_z$ do not, so the product of the initial spin with the $y$ derivative of the $x$-averaged $\mathbf n$ is odd in $y$. The flux quantum per cell is then of no use as an estimate of the force.

\section{Numbers for MnSi}

With $\lambda=18$ nm,
\begin{equation}
A_{\rm cell}=\frac{2(18\ {\rm nm})^2}{\sqrt3}=374.1\ {\rm nm^2},\qquad
B=\frac{4.136\times10^{-7}\ {\rm G\,cm^2}}{3.741\times10^{-12}\ {\rm cm^2}}=1.105\times10^5\ {\rm G}=11.05\ {\rm T}.
\end{equation}
The lattice constant is $20.8$ nm. A square cell of side $\lambda$ would give $12.8$ T. Since $\delta B/B=-2\,\delta\lambda/\lambda$, the period sets the accuracy of this cell average: $17$ nm gives $12.4$ T and $19$ nm gives $9.9$ T.

The local field is far from uniform. For $m=1$ it runs from $-3.6$ to $25.7$ T, so it even reverses in places.

Take $v=10^5$ m/s and $\Delta=0.5$ eV as rough values, so that $\varepsilon=0.046$. Equation (\ref{bloch}) was integrated along straight paths of length $4\lambda$, starting aligned at $x=0$, and the mean force was divided by $ev/c$. At fixed $v$:
\begin{center}
\begin{tabular}{llll}
$\Delta$ (eV) & $\varepsilon$ & field from force (T) & from (\ref{corr}) (T)\\
0.5 & 0.046 & 11.041 & 11.05\\
0.1 & 0.23 & 10.947 & 10.96\\
0.002 & 11.5 & $-0.047$ & not applicable
\end{tabular}
\end{center}
The minority branch at $0.5$ eV gives $-11.041$ T. At $0.1$ eV the field falls $0.97\,\%$ below the leading value, and (\ref{corr}) accounts for $0.85\,\%$. About $0.1\,\%$ of the field is left over in both of the first two rows, for different reasons. A precession angle $\alpha$ per time step lowers the computed force by a fraction of about $\alpha^2/12$. In the first row $\alpha=0.1$, which gives $0.08\,\%$ and accounts for nearly all of the remainder. In the second row $\alpha=0.055$ gives only $0.03\,\%$, and the rest comes mainly from terms beyond $\varepsilon^2$. In the last row $\Delta T/\hbar\approx2.2$, so the spin is not truly frozen, but adiabatic following is clearly lost.

\section{From the field to a Hall signal}

Let both branches be electron-like with equal mobility $\mu$, and let them carry fractions $(1\pm P)/2$ of the conductivity $\sigma$. For small Hall angles their Hall conductivities add, and the Hall resistivity is proportional to
\begin{equation}
\frac{\mu}{\sigma}\left[\frac{1+P}{2}B+\frac{1-P}{2}(-B)\right]=\frac{\mu}{\sigma}\,PB .
\end{equation}
With a rough $P=0.1$ the signal equals that of an ordinary field of $1.1$ T. Inverting the full two-channel tensor gives $1.106$ T, against $PB=1.105$ T.

The skyrmion phase of MnSi lies near $28$ K. The period of $18$ nm is that of the low-temperature helix; near $28$ K it is reported to be shorter, about $16.5$ nm, for which (\ref{main}) gives $13.2$ T. The transport values are rough: mean free path $5$ nm, mass $5$ electron masses, and the $v$, $\Delta$ and $P$ above. They are separate rough values for a metal with several bands and cannot all belong to one parabolic band: there $m_*v^2/2=0.14$ eV would be less than $\Delta$, and the minority branch would be empty. These values give a collision broadening of $13$ meV and a thermal energy of $2.4$ meV, both small beside $\Delta$. The Hall angle in the mean field is $0.019$, so no Landau levels form, and to first order in this angle the Hall response follows the cell average of the field. With uniform scattering this does not require a mean free path shorter than $1/q=2.9$ nm: for constant $\Delta$ and without the field the current is uniform, apart from the geometric potential $\hbar^2|\nabla\mathbf n|^2/8m_*$, at most $0.3$ meV here against a kinetic energy of $0.14$ eV, so the mean Lorentz force contains only the mean field. Constant $\Delta$ is an idealization: in the texture used here $|\mathbf M|$ varies from $1.73$ to $2.50$ helix amplitudes. A splitting proportional to $|\mathbf M|$, with mean $0.5$ eV, would add a scalar potential with a range of about $0.1$ eV, opposite in the two branches, which this model leaves out. The ratio $q/k_F=0.08$ supports the use of classical paths. If all carriers are electron-like, a Hall signal corresponding to the full $11$ T needs carriers of a single spin branch. If the minority branch were hole-like, its contribution would change sign and the two would add instead of cancelling. MnSi has several bands of both spin directions, so partial cancellation is expected. The figure of roughly $1$ T only reflects the assumed $P$ and is not a prediction: the signal reported at ambient pressure corresponds to a few tenths of a tesla. Unequal mobilities, a splitting that varies with $|\mathbf M|$, spin-flip scattering and spin-orbit coupling can change that figure further and are not sized here.

Within this model, with uniform scattering and $q\ll k_F$, a uniform field of $\pm11$ T per branch is therefore a sound replacement for the texture in a Hall calculation when $\varepsilon$ is small, the Hall angle is small, the winding is one per cell and the collision time $\tau$ is long compared with $\hbar/\Delta$. The last condition is separate from the first: $\hbar/\Delta\tau=\varepsilon/q\ell$ for a mean free path $\ell$, so a very short path can spoil the result even when $\varepsilon$ is small. The inputs are listed in the numerical output.

\section*{Computed results}
\begin{verbatim}
helix period: 18.0 nm
wave number q: 0.3491 1/nm
skyrmion lattice constant: 20.78 nm
area of one cell: 374.1 nm^2
flux quantum hc/e: 4.1357e-07 G cm^2
mean emergent field: 1.1054e+05 G
mean emergent field: 11.05 T
field if the cell were a square of side lambda: 12.76 T
field for period 17 nm: 12.39 T
field for period 19 nm: 9.92 T
uniform part m of the texture: 1.00 helix amplitudes
winding by quadrature, mesh 48: 0.99999997
shift of winding, mesh 24 to 48: 1.1e-13
majority flux quanta per cell at m = -1.25: -2.000
majority flux quanta per cell at m = -0.75: +1.000
majority flux quanta per cell at m = 0.00: +1.000
majority flux quanta per cell at m = 1.00: +1.000
majority flux quanta per cell at m = 2.75: +1.000
majority flux quanta per cell at m = 3.50: +0.000
minority flux quanta per cell at m = 1.00: -1.000
smallest local field: -3.61 T
largest local field: 25.71 T
largest local mismatch, overlaps vs solid angle: 0.07 % of peak
smallest |M|: 1.73 helix amplitudes
largest |M|: 2.50 helix amplitudes
exchange splitting (rough): 0.50 eV
electron speed (rough): 1.0e+05 m/s
field from force, majority, 0.5 eV: +11.041 T
field from force, minority, 0.5 eV: -11.041 T
field from force, majority, 0.1 eV: +10.947 T
field from force, majority, 0.002 eV: -0.047 T
adiabatic parameter hbar v q / splitting: 0.0460
mean free path (rough): 5.0 nm
collision time: 50.0 fs
collision broadening hbar/tau: 13.2 meV
temperature (rough): 28 K
thermal energy: 2.41 meV
effective mass (rough): 5.0 electron masses
mobility: 17.6 cm2/Vs
Hall angle in the mean emergent field: 0.0194 rad
Fermi wave number m*v/hbar: 4.32 1/nm
ratio q/k_F: 0.081
channel polarization P (rough): 0.10
P times mean field: 1.105 T
equivalent Hall field from two-channel tensor: 1.106 T
\end{verbatim}
